Relaxed pCCD Orbital Gradients from Sparse Response Densities

**The decision: which rotations to optimise**

An orbital optimiser for pair coupled cluster doubles (pCCD) must be told which orbital rotations are free. For a closed-shell determinant, occupied-virtual rotations suffice, since mixing occupied orbitals among themselves leaves the energy unchanged. In pCCD, electrons are excited as pairs from one spatial orbital to another, so the energy depends on the individual orbitals. For the water example below, in the small 6-31G basis, occupied-virtual rotations lower the pCCD energy by 0.04 millihartree from its value at Hartree–Fock orbitals; freeing all active rotations, and letting the orbitals leave the molecular symmetry, leads to a solution a further 36.25 millihartree lower. The gradient that such an optimiser needs is derived here.

**Conventions**

Orbitals are real and orthonormal. Indices i, j, l are occupied in the closed-shell reference |0⟩, a, b, c are virtual, and p, q, r, s are any active orbital. There are o occupied and v virtual orbitals, n = o + v. With E_pq = Σ_σ p†_σ q_σ,

H = Σ h_pq E_pq + ½ Σ (pq|rs)(E_pq E_rs − δ_qr E_ps).

A frozen core adds a constant and its mean field is included in h. Define

P_p† = p†_α p†_β,  N_p = P_p† P_p,
J_pq = (pp|qq),  K_pq = (pq|pq),  G_pq = 2J_pq − K_pq,
T = Σ t_ia P_a† P_i,  Z = Σ z_ia P_i† P_a.

Thus G_pp = K_pp = J_pp. The block K_ia is written k, and ᵀ is a transpose. The Lagrangian is

L(t,z,κ) = ⟨0|(1+Z) e^(−T) e^(−κ̂) H e^(κ̂) e^T|0⟩,  κ̂ = Σ κ_pq E_pq,

with κ antisymmetric. The z_ia are multipliers for the amplitude equations.

**The part of H seen by pair states**

A state in which every orbital is empty or doubly occupied has seniority zero. Both states in L are of this kind, so only operators that take paired states to paired states contribute. Among one-electron operators this leaves E_pp = 2N_p. The two-electron operator is

e_pqrs = Σ_στ p†_σ r†_τ s_τ q_σ.

It can move a whole pair, or put both electrons back where they came from. For p ≠ q the surviving cases are

e_pqpq = 2P_p†P_q,  e_ppqq = 4N_pN_q,  e_pqqp = −2N_pN_q.

In the last case only equal spins contribute, and reordering the operators gives the minus sign; opposite spins would require singly occupied orbitals. For four equal indices, e_pppp = 2N_p. Including the factor ½,

H₀ = Σ_p 2h_pp N_p + Σ_pq K_pq P_p†P_q + Σ_(p≠q) G_pq N_pN_q.   (1)

The term p = q in the second sum is J_pp N_p.

**Energy and amplitude equations**

Let f_p = h_pp + Σ_j G_pj. The reference energy is

E₀ = Σ_i (2h_ii + J_ii) + Σ_(i≠j) G_ij = Σ_i (h_ii + f_i).

Let |ia⟩ = P_a†P_i|0⟩. Then e^T|0⟩ contains |0⟩ with coefficient 1, |ia⟩ with t_ia, and the state with pairs i, j moved to a, b with t_ia t_jb + t_ib t_ja. Only the single pair excitations couple to |0⟩ through H₀, hence

E = E₀ + Σ k_ia t_ia.   (2)

Acting to the left, e^(−T) can only remove excitations, so ⟨ia|e^(−T) = ⟨ia| − t_ia⟨0|. The residual is therefore

r_ia = ⟨ia|H₀e^T|0⟩ − t_ia E.

The diagonal energy difference Δ_ia between |ia⟩ and |0⟩ follows from (1). Adding pair a with i absent costs 2f_a + J_aa − 2G_ia; removing pair i contributes −2f_i + J_ii. Thus

Δ_ia = D_ia + J_aa + J_ii,  D_ia = 2(f_a − f_i − G_ia).

The coupling of |ia⟩ to |ib⟩ is K_ab, and to |ja⟩ it is K_ij. Including the double pair excitations,

r_ia = k_ia + Δ_ia t_ia + Σ_(b≠a) K_ab t_ib + Σ_(j≠i) K_ij t_ja
 + Σ_(j≠i,b≠a) k_jb(t_ia t_jb + t_ib t_ja) − t_ia Σ_jb k_jb t_jb.

J_aa and J_ii complete the two linear sums. Now set

x_i = Σ_b k_ib t_ib,  y_a = Σ_j k_ja t_ja.

The first quadratic product, together with the last term, gives t_ia(−x_i − y_a + k_ia t_ia): the unrestricted sums cancel and the excluded row and column remain, with their common element restored once. The second product gives (t kᵀ t)_ia − t_ia(x_i + y_a) + k_ia t_ia² by the same counting. Hence

r_ia = k_ia + D_ia t_ia + Σ_b K_ab t_ib + Σ_j K_ij t_ja + (t kᵀ t)_ia
 − 2t_ia(x_i + y_a) + 2k_ia t_ia² = 0.   (3)

Here f_p is only a diagonal element, so canonical orbitals are not assumed.

**The linear left equations**

At κ = 0, L = E + Σ z_ia r_ia. Its z derivative returns (3). For the t derivative, let

X_ia = z_ia t_ia,  s_i = Σ_a X_ia,  s_a = Σ_i X_ia.

The matrix product in (3) contributes

Q = Σ z_jb t_jc k_lc t_lb.

Differentiating its first t gives (z tᵀ k)_ia; differentiating the second gives (k tᵀ z)_ia. The term −2Σ X_jb(x_j + y_b) gives −2z_ia(x_i + y_a) from the visible amplitude and −2k_ia(s_i + s_a) from the amplitudes inside x and y. The last term of (3) gives 4k_ia t_ia z_ia. Therefore

0 = k_ia + (D_ia − 2x_i − 2y_a + 4k_ia t_ia) z_ia
 + Σ_b z_ib K_ba + Σ_j K_ij z_ja + (z tᵀ k + k tᵀ z)_ia
 − 2k_ia(s_i + s_a).   (4)

Since s_i and s_a are linear in z, this is a linear system k + Az = 0 with

A_(ia,jb) = δ_ij δ_ab(D_ia − 2x_i − 2y_a + 4k_ia t_ia)
 + δ_ij[K_ab + (tᵀk)_ba − 2k_ia t_ib]
 + δ_ab[K_ij + (k tᵀ)_ij − 2k_ia t_ja].

Because A_(ia,jb) = ∂r_jb/∂t_ia, a Newton step for the amplitudes solves Aᵀδt = −r. One matrix routine serves both equations. An iterative solver can apply A through (4) at a cost proportional to ov(o+v), without storing it.

Suppose k is small and the linear operator of (3) is nonsingular. To first order in k, (3) and (4) are the same equation, so z = t. The remaining terms in each are products of three quantities of order k, so z − t is of third order.

**Response densities**

The left state is

⟨L| = ⟨0|(1+Z)e^(−T) = (1−S)⟨0| + Σ z_ia⟨ia|,  S = Σ X_ia.

The right state is |R⟩ = e^T|0⟩, and ⟨L|R⟩ = 1 − S + S = 1. All averages below are ⟨L|…|R⟩. Pair i is present in |0⟩ and in every |lc⟩ with l ≠ i, so

N̄_i = (1−S) + (S−s_i) = 1 − s_i,  N̄_a = s_a.   (5)

Let M_pq = ⟨N_pN_q⟩ for p ≠ q, and set M_pp = 0 as a storage convention. The same counting gives

M_ij = 1 − s_i − s_j (i≠j),  M_ia = M_ai = s_a − X_ia,  M_ab = 0.   (6)

M_ab vanishes because the left state has at most one virtual pair.

Let Π_pq = ⟨P_p†P_q⟩, which moves a pair from q to p. For i ≠ j it takes |ic⟩ to |jc⟩; for virtual labels it takes |lb⟩ to |la⟩. Thus

Π_ij = (t zᵀ)_ij (i≠j),  Π_ab = (zᵀ t)_ab,  Π_ai = z_ia,  Π_pp = N̄_p.   (7)

The element Π_ia receives |ia⟩ → |0⟩ and also transitions from double to single pair excitations:

Π_ia = t_ia(1−S) + Σ_(l≠i,c≠a) z_lc(t_ia t_lc + t_ic t_la).

The first restricted sum is t_ia(S − s_i − s_a + X_ia). The second is (t zᵀ t)_ia − t_ia(s_i + s_a) + X_ia t_ia. Adding them,

Π_ia = t_ia + (t zᵀ t)_ia − 2t_ia(s_i + s_a) + 2X_ia t_ia.   (8)

In general Π_ia ≠ Π_ai, because the left and right states are not adjoints.

The full spin-summed densities are γ_pq = 2δ_pq N̄_p and, for p ≠ q,

Γ_pqpq = 2Π_pq,  Γ_ppqq = 4M_pq,  Γ_pqqp = −2M_pq,

with Γ_pppp = 2N̄_p. All other Γ_pqrs = ⟨e_pqrs⟩ vanish. These index patterns cover 3n(n−1) + n elements out of n⁴. Since M_ab = 0, at most 3n(n−1) + n − 2v(v−1) of them are nonzero.

A single electron pair, o = 1, gives a check with strong coupling allowed. Dropping the index i, (3) reduces to

k_a + (D_a + J_ii)t_a + Σ_b K_ab t_b − t_a Σ_b k_b t_b = 0.

This is the eigenvalue equation of H₀ for the vector (1,t), with E − E₀ = Σ k_b t_b. For a nondegenerate root the left state must be the transpose of the right one, normalised to unit overlap, so

z_a = t_a/(1+τ),  τ = Σ_b t_b².

Then S = τ/(1+τ), and (8) gives Π_ia = t_a(1−S) = z_a = Π_ai. The densities become symmetric, as they must for an eigenstate. The description fails if the eigenvector has no reference component, because intermediate normalisation is then impossible.

**Why a partial derivative is enough**

Let t(κ) solve the amplitude equations for rotated integrals. It is differentiable if the amplitude Jacobian is nonsingular. Since r = 0 along this solution, E(κ) = L(t(κ),z,κ) for any fixed z. Choose the z that solves (4) at the current orbitals. There,

dE/dκ_pq = ∂L/∂κ_pq + Σ_ia (∂L/∂t_ia)(dt_ia/dκ_pq) = ∂L/∂κ_pq.

No amplitude derivative is needed. If the Jacobian becomes singular, the followed root may cease to be differentiable, and (4) has no unique solution.

**Orbital gradient for every block**

The transformation e^(−κ̂)He^(κ̂) replaces the integrals by those over φ′_q = Σ_r φ_r (e^κ)_rq. To first order each index q is replaced by Σ_r κ_rq r. With t and z fixed, both states remain paired in the original labels, so L needs only the transformed h_pp, J_pq and K_pq. Integral symmetry gives

dh_pp = 2Σ_r κ_rp h_rp,
dJ_pq = 2Σ_r [κ_rp(rp|qq) + κ_rq(pp|rq)],
dK_pq = 2Σ_r [κ_rp(rq|pq) + κ_rq(pr|pq)].

Insert these into the average of (1) and write dL = Σ_rq κ_rq F_rq. The one-electron factor is 2·2 = 4. In the pair-transfer term, the two contributions to dK combine to 2(rp|qp)(Π_pq + Π_qp). In the last term, symmetry of M and the two contributions again give 2·2 = 4. With Π̃ = ½(Π + Πᵀ),

F_rq = 4{h_rq N̄_q + Σ_p (rp|qp)Π̃_pq
 + Σ_p [2(rq|pp) − (rp|qp)]M_pq}.   (9)

Since κ_qr = −κ_rq, the derivative for one independent rotation is g_rq = F_rq − F_qr. The integrals in (9) are symmetric in r and q, so

g_rq = 4{h_rq(N̄_q − N̄_r) + Σ_p (rp|qp)(Π̃_pq − Π̃_pr)
 + Σ_p [2(rq|pp) − (rp|qp)](M_pq − M_pr)}.   (10)

This holds for occupied-occupied, virtual-occupied and virtual-virtual pairs alike. Once the integrals (rp|qp) and (rq|pp) are available, the contractions cost of order n³.

For two virtual orbitals, N̄_b − N̄_a weights h_ab, while differences in pair transfer and pair coincidence weight the two-electron integrals. Rotating virtual orbitals thus changes the energy to first order when they carry different correlation densities, unless the contributions cancel or vanish by symmetry. Even then a finite rotation can change the energy, because (10) gives only the slope.

The determinant limit t = z = 0 checks the factors. For r = a and q = i, (10) becomes

g_ai = 4{h_ai + (ai|ii) + Σ_(j≠i)[2(ai|jj) − (aj|ij)]} = 4f_ai,

where f_ai is the off-diagonal Fock element. All virtual-virtual densities vanish, hence so does that gradient block. For two occupied orbitals r ≠ q the one-electron term vanishes, the pair-transfer term is (rq|qq) − (rq|rr), and the M term is −(rq|qq) + (rq|rr). Their sum is zero, as determinant invariance requires.

Setting z = 0 while retaining t is a different matter. It leaves Π̃_ia = ½t_ia, where the relaxed density has ½(t_ia + z_ia) ≈ t_ia at leading order. It also discards all terms in which z multiplies t. The result is not the derivative of the energy with re-solved amplitudes.

**Using the gradient at finite κ**

Equation (10) refers to the current orbitals. If an optimiser keeps variables κ relative to fixed starting orbitals, with U = e^κ, a small change gives UᵀdU = δ, where δ is antisymmetric. The energy change is

dE = ½ Σ_pq g_pq δ_pq,

so the derivative with respect to U may be represented by B = ½Ug. The exponential changes by

dU = ∫₀¹ e^(uκ) dκ e^((1−u)κ) du.

Moving the exponentials to the other side of the trace gives

W = ∫₀¹ e^(uκᵀ) B e^((1−u)κᵀ) du,  dE/dκ_pq = W_pq − W_qp.

At κ = 0 this returns g. Alternatively, reset the starting orbitals after each step and use g directly.

**Water: reading the gradient and the energies**

The example is water in the 6-31G basis, with O–H distances of 0.96 Å and an angle of 104.5°. The oxygen core orbital is frozen at its Hartree–Fock form, leaving o = 4 and v = 8. There are 6 occupied-occupied, 32 virtual-occupied and 28 virtual-virtual rotations. Of 12⁴ = 20736 two-body density elements, 3·12·11 + 12 = 408 have an allowed index pattern. The condition M_ab = 0 removes 2·8·7 = 112 of these, so at most 296 are nonzero.

The formulas were tested against explicit determinant states at random t and z: the value of L, every density element, and the t derivative of L along a random direction. All 66 gradient elements were also compared with finite differences of energies whose amplitudes had been solved again. The largest discrepancy was below 10⁻⁸ hartree. Angles are in radians, so gradients carry the unit hartree.

At Hartree–Fock orbitals the largest amplitude is t = −0.06498, with z = −0.06469. Their product is 0.00420; by (5), this one excitation moves 2 × 0.00420 = 0.0084 electrons from its occupied to its virtual orbital. The largest difference between z and t anywhere is 0.00029, similar in size to 0.065³ = 0.00027. This fits the third-order estimate, though one calculation does not establish the scaling.

The largest gradient magnitudes are 0.0016 hartree (occupied-occupied), 0.0107 hartree (virtual-occupied) and 0.0060 hartree (virtual-virtual). Setting z = 0 produces a largest error of 0.0051 hartree, about half the largest correct element. Thus z matters for the gradient even though it is nearly equal to t and need not be stored to evaluate (2).

The Hartree–Fock energy is −75.98394 hartree, and pCCD in the same orbitals gives

−75.98394 − 0.03309 = −76.01703 hartree.

After occupied-virtual optimisation the energy is −76.01707 hartree. That gradient block is now about 5 × 10⁻⁶ hartree, but the largest virtual-virtual element is still 0.0061 hartree. The point is stationary in the restricted problem and not in the full one.

The full optimisation then started from these orbitals after a small random rotation, which allowed them to leave the molecular symmetry. It reached −76.05332 hartree, a gain of 36.25 millihartree, or 0.99 eV, over the restricted result. This gain combines the effects of the added rotations, renewed occupied-virtual relaxation and the loss of symmetry; the calculation does not separate them. Nor could the gain have been read from the small gradients at the restricted point, since a local slope does not measure the distance to another solution.

At the final orbitals the Hessian, from finite differences of the gradient, has no negative eigenvalue; the lowest is 0.0007 hartree. The point is a local minimum for active rotations, with at least one soft direction. A lower minimum elsewhere is not excluded. The occupied orbitals hold 1.979, 1.979, 1.993 and 1.993 electrons. This pattern suggests two equivalent bond pairs and two equivalent lone pairs, but the orbital shapes were not examined, so the assignment is a conjecture.

Because pCCD projects its equations, its energy is not guaranteed to be an upper bound, and an optimiser could in principle follow an unphysical root to a low energy. Diagonalising H₀ in the space of all paired determinants, in the same orbitals, provides a check. The pCCD energy lies 0.11 microhartree above that result at Hartree–Fock orbitals and 9.31 microhartree above it after full optimisation. The energy lowering is therefore not an artefact of the projected equations. This comparison does not measure the correlation from broken pairs, which both methods omit, or the errors of the small basis and the frozen core. The energy differences quoted here are not converged with respect to the basis. In 6-31G* and cc-pVDZ the pCCD correlation energy at Hartree–Fock orbitals is 52.0 and 45.8 millihartree instead of 33.1, the occupied-virtual gain is 0.06 and 0.05 millihartree instead of 0.04, and the further gain from all active rotations is about 31 and 42 millihartree instead of 36.25. The contrast between the two optimisations persists in all three bases, but the size of the gain shifts by 5 to 6 millihartree. The numerical output follows.

Table of computed values

```
Water, 6-31G, O-H 0.96 angstrom, angle 104.5 degree, frozen core
active orbitals 12, occupied 4, virtual 8, amplitudes 32
rotations oo, vo, vv: [6, 32, 28]
two-body density elements: total 20736, allowed nonzero 408
Tests at random t and z (absolute errors)
  Lagrangian 0.0e+00 hartree, densities 2.6e-15
  t derivative of L 5.5e-14 hartree
  gradient, randomly rotated orbitals, t and z solved 6.4e-09 hartree
Hartree-Fock orbitals
  Hartree-Fock energy -75.983940 hartree
  pCCD energy         -76.017029 hartree
  largest t: active occ 4, virt 4: t -0.064979, z -0.064694
  largest |z - t| 0.000285
  largest oo gradient, pair (3,1): formula -0.001622, numerical -0.001622 hartree
  largest vo gradient, pair (6,2): formula 0.010688, numerical 0.010688 hartree
  largest vv gradient, pair (10,9): formula 0.006046, numerical 0.006046 hartree
  largest gradient error with z   3.6e-09 hartree
  largest gradient error with z=0 0.005094 hartree
After occupied-virtual rotations only
  pCCD energy -76.017069 hartree
  largest |oo gradient| 0.001620 hartree
  largest |vo gradient| 0.000005 hartree
  largest |vv gradient| 0.006056 hartree
After all active rotations
  pCCD energy -76.053322 hartree
  largest |gradient| 6.0e-06 hartree
  lowest Hessian eigenvalue 0.00072 hartree
  negative Hessian eigenvalues 0
  occupied-orbital electrons [1.97911, 1.97911, 1.99271, 1.99271]
  virtual-orbital electrons  [0.00013, 0.02017, 0.00117, 0.00673, 0.02017, 0.00673, 0.00013, 0.00117]
pCCD minus pair-space diagonalization (microhartree)
  HF: 0.11
  vo only: 0.14
  all: 9.31
Energy relative to Hartree-Fock
  HF orbitals: -33.089 millihartree
  vo only: -33.129 millihartree
  all: -69.381 millihartree
Gain of all over vo only: 36.253 millihartree = 0.9865 eV
```
